# Channel transmissions of a two-channel atomic contact from conductance and shot noise: a numerical check

```python
"""
Result under test: a contact with two spin-degenerate channels, conductance
G = g * 2e^2/h and zero-temperature Fano factor F = S/(2 e I) has transmissions
    T = [g +- sqrt(2 g (1 - F) - g^2)] / 2,
so g = 1 and F = 0.32 give T = 0.8 and 0.2.
S: one-sided low-frequency current noise; I: mean current; V: bias.
Electrons are independent; transmissions are constant in the bias window.
The formula is tested against fermion determinants, a time-dependent lattice,
thermal quadrature, scans and random sampling.
"""
import itertools
import numpy as np
from scipy.constants import e, h, k
from scipy.special import expit

rng = np.random.default_rng(7)


def invert(g, fano):
    """Two transmissions, larger first, from conductance and Fano factor."""
    split = np.sqrt(2 * g * (1 - fano) - g**2)
    return np.array([(g + split) / 2, (g - split) / 2])


g0, fano0 = 1.0, 0.32
trans = invert(g0, fano0)
T1, T2 = trans
sum_squares = g0 * (1 - fano0)
product = (g0**2 - sum_squares) / 2
assert np.allclose(trans, [0.8, 0.2], atol=1e-12)
# Independent root finding from the sum and the product
assert np.allclose(np.sort(np.roots([1, -g0, product])), [T2, T1])

# --- Two fermions sent from the left into a random four-mode scatterer
for trial in range(20):
    raw = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    smatrix = np.linalg.qr(raw)[0]
    mean = second = 0.0
    for pair in itertools.combinations(range(4), 2):
        prob = abs(np.linalg.det(smatrix[list(pair), :2]))**2
        count = sum(mode >= 2 for mode in pair)   # modes 2, 3 lie on the right
        mean += prob * count
        second += prob * count**2
    eig = np.linalg.svd(smatrix[2:, :2], compute_uv=False)**2
    assert np.isclose(mean, eig.sum())
    assert np.isclose(second - mean**2, (eig * (1 - eig)).sum())


# --- Lattice: filled left half, empty right half, hopping 1, hbar = 1
def lattice_counts(transmission, times, half=400):
    """Mean and variance of the particle number on the right."""
    ham = np.diag(np.ones(2 * half - 1), 1)
    ham = ham + ham.T
    a, b = half - 1, half
    ham[a, b] = ham[b, a] = np.sqrt(transmission)
    ham[a, a] = np.sqrt(1 - transmission)
    ham[b, b] = -np.sqrt(1 - transmission)
    energy, vec = np.linalg.eigh(ham)
    out = []
    for time in times:
        amp = (vec[half:] * np.exp(-1j * energy * time)) @ vec[:half].T
        corr = amp @ amp.conj().T
        mean_n = np.trace(corr).real
        out.append([mean_n, mean_n - np.sum(abs(corr)**2)])
    return np.array(out)


times = (90.0, 180.0)
growth = np.zeros(2)
for transmission in (0.8, 0.2):
    data = lattice_counts(transmission, times)
    growth += data[1] - data[0]
band_width = 4.0
g_lattice = growth[0] * 2 * np.pi / (band_width * (times[1] - times[0]))
fano_lattice = growth[1] / growth[0]
trans_lattice = invert(g_lattice, fano_lattice)
# Finite observation time leaves logarithmic corrections to the variance
assert abs(g_lattice - 1) < 0.01
assert abs(fano_lattice - 0.32) < 0.01
assert np.allclose(trans_lattice, [0.8, 0.2], atol=0.02)

# --- Limits of the admissible Fano factor, by scanning all pairs
for g in (0.4, 1.0, 1.6):
    first = np.linspace(max(0, g - 1), min(1, g), 2001)
    other = g - first
    scan = (first * (1 - first) + other * (1 - other)) / g
    low = 1 - g if g <= 1 else (g - 1) * (2 - g) / g
    assert np.isclose(scan.min(), low, atol=1e-9)
    assert np.isclose(scan.max(), 1 - g / 2, atol=1e-9)

# --- Error propagation, against random sampling
sigma_g = sigma_f = 0.01
D = T1 - T2
sign = np.array([1, -1])
slope_f = -sign * g0 / (2 * D)
slope_g = 0.5 + sign * (1 - fano0 - g0) / (2 * D)
errors = np.hypot(slope_f * sigma_f, slope_g * sigma_g)
sample = invert(g0 + sigma_g * rng.normal(size=200000),
                fano0 + sigma_f * rng.normal(size=200000))
assert np.allclose(sample.std(axis=1), errors, rtol=0.02)

# --- More channels with the same conductance and Fano factor
upper_any = np.sqrt(sum_squares)
for number in (3, 4, 5):
    radius = np.sqrt(sum_squares - 1 / number)
    direction = rng.normal(size=(200000, number))
    direction -= direction.mean(axis=1, keepdims=True)
    direction /= np.linalg.norm(direction, axis=1, keepdims=True)
    sets = 1 / number + radius * direction
    sets = sets[(sets.min(axis=1) >= 0) & (sets.max(axis=1) <= 1)]
    assert len(sets) > 20
    largest = sets.max(axis=1)
    assert largest.min() >= T1 - 1e-10 and largest.max() <= upper_any
    if number == 3:
        top3 = 1 / 3 + radius * np.sqrt(2 / 3)
        rest3 = (1 - top3) / 2
        assert abs(largest.max() - top3) < 1e-4
        assert abs(largest.min() - T1) < 1e-3

spin_set = np.array([1.0, 0.4, 0.4, 0.2])
g_spin = spin_set.sum() / 2
fano_spin = (spin_set * (1 - spin_set)).sum() / spin_set.sum()
assert np.isclose(g_spin, g0) and np.isclose(fano_spin, fano0)

# --- Example with constants
bias, temp, freq = 0.010, 4.0, 2.0e5
G = g0 * 2 * e**2 / h
current = G * bias
shot = 2 * e * current * fano0


def thermal_ratio(voltage, temperature):
    """S/(2eI) by quadrature over two-way transfer statistics."""
    kt = k * temperature / e
    edge = voltage / 2 + 45 * kt
    energy = np.linspace(-edge, edge, 40001)
    fl = expit(-(energy - voltage / 2) / kt)
    fr = expit(-(energy + voltage / 2) / kt)
    var = mean_c = 0
    for t in trans:
        forward, backward = t * fl * (1 - fr), t * fr * (1 - fl)
        var = var + forward + backward - (forward - backward)**2
        mean_c = mean_c + forward - backward
    return np.trapezoid(var, energy) / np.trapezoid(mean_c, energy) \
        if hasattr(np, "trapezoid") else \
        np.trapz(var, energy) / np.trapz(mean_c, energy)


def closed_ratio(voltage, temperature):
    y = 2 * k * temperature / (e * voltage)
    return (1 - fano0) * y + fano0 / np.tanh(1 / y)


ratio_cold = thermal_ratio(bias, temp)
ratio_warm = thermal_ratio(0.1, 300.0)
assert np.isclose(ratio_cold, closed_ratio(bias, temp), rtol=1e-6)
assert np.isclose(ratio_warm, closed_ratio(0.1, 300.0), rtol=1e-6)
y_cold = 2 * k * temp / (e * bias)
fano_corrected = (ratio_cold - y_cold) / (1 / np.tanh(1 / y_cold) - y_cold)
assert np.isclose(fano_corrected, fano0, atol=1e-6)
trans_cold = invert(g0, ratio_cold)
disc_warm = 2 * g0 * (1 - ratio_warm) - g0**2
assert disc_warm < 0

# --- Series resistor: solve the circuit for the bias and for a noise source
R_series = 200.0
circuit = np.array([[1.0, -G], [R_series, 1.0]])  # unknowns: current, voltage
i_dc = np.linalg.solve(circuit, [0.0, bias])[0]
gain = np.linalg.solve(circuit, [1.0, 0.0])[0]
g_series = i_dc / bias / (2 * e**2 / h)
fano_series = gain**2 * (2 * e * i_dc * fano0) / (2 * e * i_dc)
assert np.isclose(fano_series, fano0 / (1 + G * R_series)**2)
assert np.isclose(g_series, g0 / (1 + G * R_series))
trans_series = invert(g_series, fano_series)

# --- Transmission slope across the bias window, by Gauss quadrature
slope = 1.0  # per eV, both channels
node, weight = np.polynomial.legendre.leggauss(8)
local = trans[:, None] + slope * node * bias / 2
fano_slope = np.sum(local * (1 - local) * weight) / np.sum(local * weight)
shift_slope = fano_slope - fano0
assert np.isclose(shift_slope, -2 * (slope * bias)**2 / 12 / g0, rtol=1e-6)

# --- Flicker noise A I^2 / f
A_flicker = 1e-9
flicker = A_flicker * current**2 / freq
fano_flicker = (shot + flicker) / (2 * e * current)
trans_flicker = invert(g0, fano_flicker)
A_one_percent = 0.01 * shot * freq / current**2

print(f"Input g = {g0:.2f}, F = {fano0:.2f}")
print(f"Sum of squared transmissions = {sum_squares:.4f}")
print(f"Product of transmissions = {product:.4f}")
print(f"Difference of transmissions = {D:.4f}")
print(f"Transmissions T1, T2 = {T1:.4f}, {T2:.4f}")
print(f"Lattice g, F = {g_lattice:.4f}, {fano_lattice:.4f}")
print(f"Lattice T1, T2 = {trans_lattice[0]:.4f}, {trans_lattice[1]:.4f}")
print(f"Assumed errors of g and F = {sigma_g:.3f}, {sigma_f:.3f}")
print(f"dT1/dF, dT2/dF = {slope_f[0]:.4f}, {slope_f[1]:.4f}")
print(f"dT1/dg, dT2/dg = {slope_g[0]:.4f}, {slope_g[1]:.4f}")
print(f"Errors of T1, T2 = {errors[0]:.4f}, {errors[1]:.4f}")
print(f"Any channel number: T1 from {T1:.4f} to {upper_any:.4f}")
print(f"Three-channel extreme = {top3:.4f}, {rest3:.4f}, {rest3:.4f}")
print("Spin-resolved alternative =", *spin_set)
print(f"  its g, F = {g_spin:.4f}, {fano_spin:.4f}")
print(f"Bias = {bias*1e3:.1f} mV, temperature = {temp:.1f} K")
print(f"Noise frequency = {freq/1e3:.0f} kHz")
print(f"Conductance = {G*1e6:.3f} uS")
print(f"Resistance = {1/G/1e3:.3f} kohm")
print(f"Current = {current*1e6:.4f} uA")
print(f"Zero-temperature shot noise = {shot:.4e} A^2/Hz")
print(f"Zero-bias thermal noise at 4 K = {4*k*temp*G:.4e} A^2/Hz")
print(f"y = 2kT/(eV) at 4 K = {y_cold:.5f}")
print(f"S/(2eI) at 4 K, 10 mV = {ratio_cold:.4f}")
print(f"  uncorrected T1, T2 = {trans_cold[0]:.4f}, {trans_cold[1]:.4f}")
print(f"  F after thermal correction = {fano_corrected:.4f}")
print(f"S/(2eI) at 300 K, 100 mV = {ratio_warm:.4f}")
print(f"  uncorrected (T1-T2)^2 = {disc_warm:.4f}")
print(f"Series resistance = {R_series:.0f} ohm")
print(f"  apparent g, F = {g_series:.4f}, {fano_series:.4f}")
print(f"  apparent T1, T2 = {trans_series[0]:.4f}, {trans_series[1]:.4f}")
print(f"Transmission slope = {slope:.1f} per eV")
print(f"  shift of F = {shift_slope:.3e}")
print(f"Flicker amplitude A = {A_flicker:.1e}")
print(f"  flicker noise = {flicker:.3e} A^2/Hz")
print(f"  apparent F = {fano_flicker:.4f}")
print(f"  apparent T1, T2 = {trans_flicker[0]:.4f}, {trans_flicker[1]:.4f}")
print(f"A giving 1 percent of shot noise = {A_one_percent:.2e}")
print("verified")
```

It prints:

```
Input g = 1.00, F = 0.32
Sum of squared transmissions = 0.6800
Product of transmissions = 0.1600
Difference of transmissions = 0.6000
Transmissions T1, T2 = 0.8000, 0.2000
Lattice g, F = 1.0000, 0.3204
Lattice T1, T2 = 0.7997, 0.2004
Assumed errors of g and F = 0.010, 0.010
dT1/dF, dT2/dF = -0.8333, 0.8333
dT1/dg, dT2/dg = 0.2333, 0.7667
Errors of T1, T2 = 0.0087, 0.0113
Any channel number: T1 from 0.8000 to 0.8246
Three-channel extreme = 0.8141, 0.0930, 0.0930
Spin-resolved alternative = 1.0 0.4 0.4 0.2
  its g, F = 1.0000, 0.3200
Bias = 10.0 mV, temperature = 4.0 K
Noise frequency = 200 kHz
Conductance = 77.481 uS
Resistance = 12.906 kohm
Current = 0.7748 uA
Zero-temperature shot noise = 7.9448e-26 A^2/Hz
Zero-bias thermal noise at 4 K = 1.7116e-26 A^2/Hz
y = 2kT/(eV) at 4 K = 0.06894
S/(2eI) at 4 K, 10 mV = 0.3669
  uncorrected T1, T2 = 0.7580, 0.2420
  F after thermal correction = 0.3200
S/(2eI) at 300 K, 100 mV = 0.6852
  uncorrected (T1-T2)^2 = -0.3705
Series resistance = 200 ohm
  apparent g, F = 0.9847, 0.3103
  apparent T1, T2 = 0.8041, 0.1807
Transmission slope = 1.0 per eV
  shift of F = -1.667e-05
Flicker amplitude A = 1.0e-09
  flicker noise = 3.002e-27 A^2/Hz
  apparent F = 0.3321
  apparent T1, T2 = 0.7897, 0.2103
A giving 1 percent of shot noise = 2.65e-10
verified
```
